Minimum Current Sustaining a Long Normal Domain in a Superconducting Nanowire

Suppose one estimates the current at which a hot, resistive stretch of superconducting nanowire disappears by asking when its interior would cool below the critical temperature. For the wire treated below, in the simplest model, this gives 3.46 µA. Yet at 4.4 µA, where the interior would settle near 13.7 K in a wire that becomes superconducting below 10 K, the model makes the stretch vanish all the same. Its ends lose heat to the cold wire beside them and move inward. In a single-photon detector, where such a stretch forms after a detection and must go away before the next one, the interior estimate therefore gives the wrong threshold. The right one follows from the heat balance at the ends.

Let the wire have width w and thickness d, and let it carry a current I, uniform over the cross-section. In the normal phase its sheet resistance is R; in the superconducting phase it produces no heat. The thermal conductivity K and the heat capacity per volume C are constants, equal in both phases. The substrate stays at T_b and removes the power h(T − T_b) per unit area of film. The wire is normal where its temperature T exceeds the critical temperature T_c, with T_b < T_c. This last rule ignores the lowering of the transition by the current, and its cost is worked out below.

The algebra is in atomic units, with temperature measured as the energy k_B T, so that k_B = 1. The equations contain no other constant of nature and keep their form in any consistent set of units.

Consider a slice of length dx. In the normal phase its resistance is R dx/w, so it produces the power I²R dx/w. Division by its area w dx gives the heat per area

q = R(I/w)².

Heat flows along the wire at the rate −K w d ∂T/∂x. The difference between what enters and what leaves the slice, again per area, is K d ∂²T/∂x². With Θ the unit step, the heat balance is

C d ∂T/∂t = K d ∂²T/∂x² − h(T − T_b) + q Θ(T − T_c).

The temperature is taken as uniform across the thickness and the width. Two scales appear, a thermal length and a thermal time:

η = √(K d/h),  τ = C d/h.

A domain much longer than η has two ends that hardly influence each other, so one end can be studied alone. Let the wire be normal for x < 0 and superconducting for x > 0, let nothing change in time, and write u = T − T_b. Division of the balance by h gives

η²u″ − u + q/h = 0 for x < 0,
η²u″ − u = 0 for x > 0.

The solutions that stay finite far from the interface are

u = q/h + A e^{x/η} for x < 0,
u = B e^{−x/η} for x > 0.

Temperature is continuous at x = 0, so q/h + A = B. Heat flow is continuous too and K is the same on both sides, so the slopes agree: A/η = −B/η, or A = −B. Hence B = q/(2h), and

u = (q/h)(1 − ½e^{x/η}) for x < 0,
u = (q/2h) e^{−x/η} for x > 0.

The interface sits at half the temperature rise of the deep interior. It must also be at T_c, so

q/(2h) = T_c − T_b.

Inserting q = R(I/w)² and solving for the current gives

I_h = w √[2h(T_c − T_b)/R].

The factor 2 is the cost of the cold neighbour. To hold a wire without ends at T_c, the Joule heat need only equal h(T_c − T_b), which gives the current I_h/√2. With an end present, the superconducting side removes heat it does not produce. Per unit width this amounts to the integral of hu over x > 0, which is qη/2, and the normal side must supply it.

The conductivity has dropped out of I_h. A larger K lets more heat escape through the interface, but it also draws that heat from a longer piece of normal wire, and the two effects cancel. If the two phases had different conductivities, their ratio would enter the threshold, but a common factor would still drop out.

The same threshold follows from a rule that allows a general cooling law W(T) and a conductivity K(T). Write the static balance as

d·(K T′)′ = W(T) − q Θ(T − T_c),

multiply by K T′, and integrate along the wire. The left side becomes ½d(K T′)², taken between two places where the slope vanishes, so it is zero. On the right, T′dx = dT. With T_m the temperature of the deep interior, fixed by W(T_m) = q,

∫ K(T)[q Θ(T − T_c) − W(T)] dT = 0, from T_b to T_m.

For constant K and W = h(T − T_b) this reads

q(T_m − T_c) = ½h(T_m − T_b)².

Since q = h(T_m − T_b), it follows that T_m − T_c = ½(T_m − T_b), which is the previous result.

A second case shows what the cooling law does. If heat leaves as W = βT⁴, with β a constant and a substrate so cold that T_b can be dropped, then at constant K the rule gives

q(T_m − T_c) = βT_m⁵/5,  q = βT_m⁴.

Division gives T_m − T_c = T_m/5, so T_m = 5T_c/4 and q = (5/4)⁴βT_c⁴ ≈ 2.44 βT_c⁴. The heat needed is 2.44 times the loss at T_c, where linear cooling needs 2 times that loss.

A real domain has a finite length ℓ. Centre it at x = 0 and let a = ℓ/2. By symmetry

u = q/h + A cosh(x/η) for |x| < a,
u = B e^{−|x|/η} for |x| > a.

With α = a/η, continuity of temperature and of slope at x = a requires

q/h + A cosh α = B e^{−α},
A sinh α = −B e^{−α}.

Adding the two equations and using cosh α + sinh α = e^α gives A = −(q/h)e^{−α}. The temperature rise at the interface is then

u(a) = −A sinh α = (q/h)e^{−α} sinh α = (q/2h)(1 − e^{−ℓ/η}).

Setting this equal to T_c − T_b gives the current of a static domain:

I(ℓ) = I_h/√(1 − e^{−ℓ/η}).

Every finite static domain thus needs more than I_h, and I_h is the lower limit approached as ℓ grows. For ℓ ≪ η the exponential can be expanded, and I(ℓ) ≈ I_h√(η/ℓ). The total power I²Rℓ/w then no longer depends on ℓ, as expected for a heat source that is short on the thermal scale. The formula loses accuracy well before I(ℓ) reaches the critical current, because the current moves the interface to a temperature below T_c.

The decrease of I(ℓ) with length suggests that a static domain is unstable when the current is held fixed: if it becomes slightly longer, it has more current than it needs. To show this, measure x in units of η and t in units of τ, and let

θ = (T − T_b)/(T_c − T_b),  i = I/I_h.

Since q/[h(T_c − T_b)] = 2i², the heat balance becomes

∂θ/∂t = θ″ − θ + 2i² Θ(θ − 1).

Add to the static profile a small even disturbance φ(x)e^{σt}. Just outside the domain the static profile is e^{−(x−α)}, whose slope at the interface is −1. The interface therefore moves outward by φ(α)e^{σt}, and the newly heated strip adds a source of strength 2i²φ(α)e^{σt} concentrated there. Away from the interfaces φ″ = κ²φ, with κ² = 1 + σ. The even solution that decays outside is

φ = cosh κx for |x| < α,
φ = cosh(κα) e^{−κ(|x|−α)} for |x| > α.

The concentrated source makes the slope drop by 2i²φ(α) at x = α:

κ sinh κα + κ cosh κα = 2i² cosh κα.

Dividing by cosh κα and using 1 + tanh κα = 2/(1 + e^{−2κα}) gives

2κ = 2i²(1 + e^{−2κα}).

For the static domain 2i² = 2/(1 − e^{−2α}). At κ = 1 the right side is then 2 coth α, which exceeds the left side, 2. For large κ the left side is the greater. A root with κ > 1 lies between, so σ > 0 and the disturbance grows.

For a long domain let ε = e^{−ℓ/η} ≪ 1. To first order i² ≈ 1 + ε, hence κ ≈ 1 + 2ε and σ ≈ 4ε. The instability becomes exponentially slow. At fixed current, then, a finite static domain is a dividing line between growth and collapse, and "sustained" should mean that the ends of a long domain do not retreat.

That calls for the speed of a moving end. Let the profile depend on z = x − vt alone, with the normal phase at z < 0, so that positive v means growth. In the scaled units v is measured in η/τ, and

θ″ + vθ′ − θ + 2i² Θ(−z) = 0.

Exponentials e^{λz} solve the part without heating if λ² + vλ − 1 = 0, that is, λ₊ = (−v + S)/2 and λ₋ = (−v − S)/2 with S = √(v² + 4). With θ = 1 at the interface,

θ = 2i² + (1 − 2i²)e^{λ₊z} for z < 0,
θ = e^{λ₋z} for z > 0.

Equal slopes at z = 0 require (1 − 2i²)λ₊ = λ₋. Multiplication by −2 gives

(2i² − 1)(S − v) = S + v.

Collecting terms gives 2i²(S − v) = 2S, or i²v = (i² − 1)S, so v has the sign of i² − 1. Squaring,

i⁴v² = (i² − 1)²(v² + 4).

The terms in v² combine through i⁴ − (i² − 1)² = 2i² − 1. Back in ordinary units,

v = (η/τ) · 2(i² − 1)/√(2i² − 1),  i² > ½.

The speed is zero at I_h, positive above it and negative below it. Close to threshold v ≈ 4(i − 1)η/τ. The heat capacity enters the speed through τ but not the threshold. As i² falls towards ½ the formula gives an unlimited retreat speed, because the whole interior is then barely above T_c. An instantaneous switch between phases is no longer a credible description there.

Retreat of the ends also settles the fate of a finite domain below I_h. In the model, heating never decreases with temperature, so a profile that starts below another one stays below it, provided the other is heated at least as strongly. Take a localized domain at i < 1, and choose a slightly stronger current i′, still below 1 and above 1/√2. Any initial excess of θ over 2i² decays at least as fast as e^{−t/τ}, so after a finite time the whole profile lies below the plateau 2i′². Two retreating fronts for i′, one facing right and one facing left, can then be placed far enough out that each lies above the profile. The heated region is confined between them, they meet after a finite time, and the domain is gone.

For numbers, take w = 100 nm, d = 5 nm, R = 500 Ω per square, T_c = 10 K, T_b = 4 K and h = 10 W/(cm² K). The loss at T_c is 10 × 6 = 60 W/cm², so a long domain needs q = 120 W/cm². With w = 10⁻⁵ cm,

I_h = 10⁻⁵ × √(120/500) A = 4.90 µA,

or 7.40 × 10⁻⁴ atomic units of current. The deep interior is at 4 + 120/10 = 16 K. The estimate without ends gives 4.90/√2 = 3.46 µA.

The conductivity follows from the Wiedemann–Franz law at T_c, K = (π²/3)(k_B/e)²T_c/(Rd) = 9.77 × 10⁻⁴ W/(cm K), which gives η = 70 nm. A static domain then needs 5.62 µA if it is 100 nm long, 5.05 µA at 200 nm and 4.91 µA at 400 nm. On this scale "long" means a few hundred nanometres. At 1.1 I_h the static length is 122 nm, and the numerical root of the equation for κ gives σ = 0.76/τ.

With C = 0.01 J/(cm³ K), τ = 0.5 ns and η/τ = 140 m/s. At 0.9 I_h each end retreats at 67.5 m/s; at 1.3 I_h it advances at 125 m/s. The heat equation was also integrated in time on a grid of spacing η/20, with the heating step smoothed over a narrow range of temperature. It gave 67.8 and 125 m/s. A straight line between the computed speeds at 0.97 I_h and 1.03 I_h crosses zero at 4.906 µA, 0.14 % above I_h. The formula's own speeds at those two currents put the crossing 0.14 % above I_h, so the offset comes almost wholly from drawing a straight line through a curved function.

The parameters are round values in the rough regime of niobium nitride detector wires, and the cooling coefficient is the least certain. A thermal time of 0.5 ns is long beside the tens of picoseconds that are a rough figure for thin films of this material, so the speeds are illustrations. If the cause is too small an h, the threshold moves as well, as √h: ten times the cooling would give 15.5 µA by the formula, which is then no longer reliable, because this is close to the critical current of 20 µA assumed next. With the three changes described below, ten times the cooling gives about 8 µA. Of the three assumptions whose effect on the threshold is computed here, the interface at T_c costs most. A wire carrying current turns normal at the lower temperature T_i where its critical current equals I. Take as a rough model a critical current proportional to [1 − (T/T_c)²]^{3/2}, equal to 20 µA at 4 K. The front calculation holds with T_i in place of T_c, and solving both conditions together gives T_i = 8.39 K and 4.19 µA, 14.5 % below I_h. The interface may be placed at T_c only when I_h is very far below the critical current. Here the ratio is 0.245, and in the same model a ratio of 0.1 would still leave an error of about 8 %.

Two further simplifications can be sized with the integral rule, each changed alone. Cooling as β(T⁴ − T_b⁴), matched to the linear law at T_c, raises the threshold by 9.7 %. A conductivity proportional to T in the normal phase and, as a rough choice, to T² in the superconducting phase, with both equal to K at T_c, lowers it by 6.3 %, since the rule then gives less weight to the cold side, where there is only cooling, and more to the hot side, where heating exceeds cooling. Taken alone, the first change gives −4.8 % and the second −2.0 %.

All three changes together give 3.59 µA, 26.7 % below I_h, although the separate changes add up to only −11 %. One reason is that they reinforce each other. With linear cooling the threshold varies as √(T_i − T_b), but with fourth-power cooling and a cold substrate it varies as T_i², so the same lowering of the interface temperature costs more. Time integration with all three changes gives 3.64 µA, 1.2 % above the integral rule. The difference is numerical. A sharp front stands still at 3.59 µA. The straight line drawn between the speeds at 0.96 and 1.04 times the threshold adds about 0.45 %, and smoothing the step over 0.18 K, where the conductivity now jumps, adds about 0.7 %. That 3.59 µA lies close to the interior estimate of 3.46 µA is a coincidence: with the same cooling law and the same lowering of the transition by the current, the interior estimate falls to 2.68 µA. A long domain at 4.4 µA, which vanishes in the simplest model, grows once all three changes are made.

Temperature differences inside the film have been neglected too. Heat produced evenly through the thickness and leaving at the bottom causes a drop of qd/(2K) = 0.03 K. The electrons, which receive the Joule heat first, run hotter than the lattice. The power density is 120/(5 × 10⁻⁷) = 2.4 × 10⁸ W/cm³. With a rough transfer time of 10 ps and an electronic heat capacity of 0.002 J/(cm³ K), the excess is 1.2 K, a tenth of the interior's 12 K rise. If only the electrons carry heat along the wire and decide where it is normal, the transfer to the lattice and the loss to the substrate act in series. In the simplest model this divides h by 1.1 and lowers the threshold by 4.7 %. The ratio of the excess to the lattice's rise grows in proportion to h. If h were ten times larger, which would make the thermal time 50 ps, the two would be equal, and a single temperature would no longer describe the film.

For design, the formula gives a condition on the current left in the wire after a detection. In a uniform wire, if that current is held below the threshold for long enough, the domain disappears. A narrower or less well cooled stretch has its own, lower threshold and can hold a domain: in the simplest model a stretch 10 % narrower and 4η long keeps one at 0.95 I_h. The condition must therefore be met at the weakest place along the wire. For this example the model with all three changes puts the threshold near 3.6 µA instead of 4.9 µA, and the uncertainty in h and the electron excess still come on top. Whether a given detector meets the condition depends also on how quickly its circuit diverts the current and lets it return, which the heat balance at fixed current does not describe.
